\section*{Third-Order Force Constants from Four Paired-Displacement Forces}

\section*{Problem}

Three-phonon scattering is one of the processes that resist heat flow in a crystalline semiconductor. At lowest order it is governed by the third derivatives of the energy with respect to atomic displacements. When an electronic-structure calculation supplies forces, these derivatives can be formed from force differences.

Let $E(u)$ be the energy of a cluster as a function of its Cartesian displacements $u_i$, where $i$ labels an atom and an axis. Define
\begin{equation}
F_k=-\frac{\partial E}{\partial u_k},\qquad
\Phi_{ijk}=\frac{\partial^3E}{\partial u_i\,\partial u_j\,\partial u_k},
\end{equation}
with further indices denoting further derivatives. Derivatives without an argument are taken at the reference geometry $u=0$. Assume that $E$ is smooth there and throughout the displacements used.

Consider a central atom 0 with four neighbours at $r_0/\sqrt3$ times
\[
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1),
\]
numbered 1 to 4. Each bond has energy $\varphi(r)=D[1-e^{-a(r-r_0)}]^2$. Each of the six angles at the centre has energy $\tfrac12K(\cos\theta+\tfrac13)^2$. Take $D=2.3$ eV, $a=1.4$ \AA$^{-1}$, $r_0=2.35$ \AA{} and $K=2.5$ eV. Choose $i=(0,x)$, $j=(1,y)$, $k=(1,z)$.

\begin{enumerate}
\item Obtain $\Phi_{ijk}$ from $F_k$ at the four configurations $u_i=\pm h$, $u_j=\pm h$, and find the leading truncation error. Treat also $i=j$.
\item Find $\Phi_{ijk}$ of the cluster in closed form, and the bond contribution to the error coefficient.
\item Verify the scaling of the error for $h=0.01$, 0.02, 0.04 and 0.08 \AA.
\item Find the best step when each force may be wrong by up to $\varepsilon$.
\item Compare the truncation error with physical effects that the small static cluster omits.
\end{enumerate}

\section*{Solution}

\subsection*{1. The four-force formula and its error}

Write $F_k(s,t)$ for the force at $u_i=s$, $u_j=t$, all other displacements being zero. Its Taylor series is
\begin{equation}
F_k(s,t)=\sum_{m,n\ge0}\frac{s^mt^n}{m!\,n!}\,
\partial_i^m\partial_j^nF_k .
\end{equation}
Set $s=\sigma h$, $t=\tau h$ with $\sigma,\tau=\pm1$, multiply by $\sigma\tau$ and add the four configurations. Each term acquires the factor
\begin{equation}
\sum_{\sigma}\sigma^{m+1}\sum_{\tau}\tau^{n+1}
=\begin{cases}4,& m\text{ and }n\text{ both odd},\\0,&\text{otherwise}.\end{cases}
\end{equation}
The constant force, the harmonic terms and the pure powers of one displacement therefore cancel. The first survivor is $4h^2\partial_i\partial_jF_k=-4h^2\Phi_{ijk}$. The estimate is thus
\begin{equation}
T(h)=-\frac{F_k(h,h)-F_k(h,-h)-F_k(-h,h)+F_k(-h,-h)}{4h^2}.
\label{eq:T}
\end{equation}
The next odd pairs are $(m,n)=(3,1)$ and $(1,3)$, with $m!\,n!=6$. After them come $(5,1)$ and $(1,5)$, with 120, and $(3,3)$, with 36. Hence
\begin{align}
T(h)&=\Phi_{ijk}+Ch^2+C_4h^4+O(h^6),\label{eq:series}\\
C&=\frac{\Phi_{iiijk}+\Phi_{ijjjk}}6,\\
C_4&=\frac{\Phi_{iiiiijk}+\Phi_{ijjjjjk}}{120}+\frac{\Phi_{iiijjjk}}{36}.
\end{align}
The error is quadratic when $C\ne0$. If $C$ vanishes, by symmetry or by accident, the error is of higher order. If $E$ is a polynomial of degree at most four, every correction contains a vanishing derivative and $T=\Phi_{ijk}$ at any $h$. The reference need not be an equilibrium, since a constant force cancels. The relations hold in any consistent units, including atomic units.

A bound at finite $h$ follows from integrating the mixed derivative over a square:
\begin{equation}
T(h)=\frac1{4h^2}\int_{-h}^{h}\!ds\int_{-h}^{h}\!dt\;\Phi_{ijk}(s,t).
\label{eq:square}
\end{equation}
Indeed, $\Phi_{ijk}(s,t)=-\partial_s\partial_tF_k(s,t)$, and the two integrations give the four corner values in (\ref{eq:T}). The stencil is therefore the mean third derivative over the square. To bound its departure from the central value, split
\[
\Phi_{ijk}(s,t)-\Phi_{ijk}(0,0)
=[\Phi_{ijk}(s,t)-\Phi_{ijk}(0,t)]+[\Phi_{ijk}(0,t)-\Phi_{ijk}(0,0)].
\]
Averaging the first bracket over $\pm s$ removes its linear part and leaves at most $\tfrac12s^2\max|\Phi_{iiijk}|$. The second is treated likewise in $t$. Since the mean of $s^2$ over $[-h,h]$ is $h^2/3$,
\begin{equation}
|T(h)-\Phi_{ijk}|\le\frac{h^2}{6}
\left(\max|\Phi_{iiijk}|+\max|\Phi_{ijjjk}|\right),
\end{equation}
with the maxima taken over the square.

\paragraph{Repeated coordinate.} If $i=j$, the two displacements add. The configurations become $2h,0,0,-2h$, so that
\begin{equation}
T(h)=-\frac{F_k(2h)-2F_k(0)+F_k(-2h)}{4h^2}
=\Phi_{iik}+\frac{h^2}{3}\Phi_{iiiik}+O(h^4).
\end{equation}
The factor is $(2h)^2/12$, the usual error factor of a second difference with spacing $2h$.

\subsection*{2. The constant of the cluster}

\paragraph{Bond part.} Only the bond 0--1 depends on both displaced atoms. Let $\mathbf p=\mathbf r_1-\mathbf r_0=(x,y,z)$. Moving atom 0 along $x$ lowers $p_x$, so $\partial_i=-\partial_x$, while $\partial_j=\partial_y$ and $\partial_k=\partial_z$. Define $g_n=(r^{-1}d/dr)^n\varphi$. Because $\partial_xf(r)=x\,r^{-1}f'(r)$,
\begin{equation}
\partial_x\partial_y\partial_z\varphi=xyz\,g_3,\qquad
g_3=\frac{\varphi'''}{r^3}-\frac{3\varphi''}{r^4}+\frac{3\varphi'}{r^5}.
\end{equation}
Expanding $\varphi=D(1-2e^{-a(r-r_0)}+e^{-2a(r-r_0)})$ gives, at $r_0$, $\varphi'=0$, $\varphi''=2Da^2$ and $\varphi'''=-6Da^3$. With $xyz=r_0^3/(3\sqrt3)$,
\begin{equation}
\Phi^{\rm bond}=\frac{6Da^3+6Da^2/r_0}{3\sqrt3}
=\frac{2Da^2}{\sqrt3}\left(a+\frac1{r_0}\right).
\end{equation}

\paragraph{Angle part.} The angles 1--0--$m$, with $m=2,3,4$, also contribute. Let $\mathbf q=\mathbf r_m-\mathbf r_0$ and $c=\hat{\mathbf p}\cdot\hat{\mathbf q}$. At $c=-1/3$ the factor $c+1/3$ vanishes, so the third derivative of the angle energy is
\begin{equation}
K(c_ic_{jk}+c_jc_{ik}+c_kc_{ij}).
\end{equation}
Moving atom 0 changes both vectors: $\partial_i=-\mathcal D_x$, with $\mathcal D_x=\partial_{p_x}+\partial_{q_x}$. From $\partial\hat p_\nu/\partial p_\mu=(\delta_{\mu\nu}-\hat p_\mu\hat p_\nu)/|\mathbf p|$ one finds, for $\mu\ne\nu$ in the second derivatives,
\begin{align}
\partial_{p_\mu}c&=\frac{\hat q_\mu-c\hat p_\mu}{r_0},\qquad
\partial_{q_\mu}c=\frac{\hat p_\mu-c\hat q_\mu}{r_0},\\
\partial_{p_\mu}\partial_{p_\nu}c&=
\frac{-\hat p_\mu\hat q_\nu-\hat p_\nu\hat q_\mu+3c\hat p_\mu\hat p_\nu}{r_0^2},\\
\partial_{p_\mu}\partial_{q_\nu}c&=
\frac{-\hat p_\mu\hat p_\nu-\hat q_\mu\hat q_\nu+c\hat p_\mu\hat q_\nu}{r_0^2}.
\end{align}
Insert $\hat{\mathbf p}=(1,1,1)/\sqrt3$ and the three directions $\hat{\mathbf q}$. In the table, first derivatives are in units of $1/(\sqrt3r_0)$ and second derivatives in units of $1/r_0^2$; subscripts $y,z$ mean $p_y,p_z$.
\begin{center}
\begin{tabular}{ccccccc}
$m$&$\mathcal D_xc$&$c_y$&$c_z$&$c_{yz}$&$\mathcal D_xc_z$&$\mathcal D_xc_y$\\
2&$8/3$&$-2/3$&$-2/3$&$1/3$&$-4/9$&$-4/9$\\
3&$0$&$4/3$&$-2/3$&$-1/3$&$-2/9$&$-2/9$\\
4&$0$&$-2/3$&$4/3$&$-1/3$&$-2/9$&$-2/9$
\end{tabular}
\end{center}
The combination $(\mathcal D_xc)c_{yz}+c_y(\mathcal D_xc_z)+c_z(\mathcal D_xc_y)$ equals $40/27$, $-4/27$ and $-4/27$ in the three rows. Their sum is $32/27$. Restoring the units and the minus sign of $\partial_i$,
\begin{equation}
\Phi_{ijk}=\frac{2Da^2}{\sqrt3}\left(a+\frac1{r_0}\right)
-\frac{32K}{27\sqrt3\,r_0^3}.
\end{equation}
Numerically,
\[
\Phi_{ijk}=9.502606-0.131814=9.37079\ \text{eV/\AA}^3,
\]
or 0.051030 hartree/bohr$^3$. The bond part dominates; the angles reduce it by 1.4\%.

\paragraph{Bond part of the error.} Starting from $\partial_y\partial_z\varphi=yz\,g_2$ and differentiating three times in $x$,
\begin{equation}
\partial_x^3\partial_y\partial_z\varphi=yz(3xg_4+x^3g_5).
\end{equation}
At $x=y=z=r_0/\sqrt3$, the derivative with three $y$'s and one $x$ has the same value. Both $\Phi_{iiijk}$ and $\Phi_{ijjjk}$ contain an odd number of derivatives on atom 0, so both carry a minus sign. Two more applications of $r^{-1}d/dr$, with $\varphi'=0$ at $r_0$, give
\begin{align}
g_4&=\frac{\varphi^{(4)}}{r_0^4}-\frac{6\varphi'''}{r_0^5}+\frac{15\varphi''}{r_0^6},\\
g_5&=\frac{\varphi^{(5)}}{r_0^5}-\frac{10\varphi^{(4)}}{r_0^6}
+\frac{45\varphi'''}{r_0^7}-\frac{105\varphi''}{r_0^8}.
\end{align}
Here $\varphi^{(4)}=14Da^4$ and $\varphi^{(5)}=-30Da^5$. Collecting powers of $1/r_0$,
\begin{equation}
C^{\rm bond}=\frac{2Da^2}{27\sqrt3}
\left(15a^3+\frac{7a^2}{r_0}-\frac{27a}{r_0^2}-\frac{30}{r_0^3}\right)
=7.296\ \text{eV/\AA}^5.
\end{equation}

The full coefficient includes the angles. It can be extracted from the energy without force differences. Set each of the three displacements to $\rho e^{\mathrm i\alpha}$ at $N$ equally spaced phases. Multiplying $E$ by $e^{-\mathrm i(m\alpha_i+n\alpha_j+l\alpha_k)}$ and averaging selects the Taylor term $u_i^mu_j^nu_k^l$; multiplication by $m!\,n!\,l!/\rho^{m+n+l}$ gives the derivative. Terms whose powers differ by multiples of $N$ are also selected, but are suppressed by powers of $\rho^N$. For $N=16$ and $\rho=0.1$ \AA,
\begin{equation}
C=\frac{22.6626+22.1151}{6}=7.463\ \text{eV/\AA}^5,
\qquad C_4=-0.518\ \text{eV/\AA}^7.
\end{equation}

\subsection*{3. Verification of the quadratic law}

At $h=0.04$ \AA{} the forces $F_k$, in eV/\AA, are
\begin{align*}
F_k(+,+)&=-0.005981755,&F_k(+,-)&=0.249807163,\\
F_k(-,+)&=-0.196358912,&F_k(-,-)&=-0.000619471.
\end{align*}
The signed sum is $-0.060049477$ eV/\AA. Dividing by $4h^2=0.0064$ \AA$^2$ and changing the sign gives $T=9.38273$ eV/\AA$^3$, which is 0.127\% above $\Phi_{ijk}$. The four steps give:
\begin{center}
\begin{tabular}{cccc}
$h$&$T$&$T-\Phi_{ijk}$&$(T-\Phi_{ijk})/h^2$\\
(\AA)&(eV/\AA$^3$)&(eV/\AA$^3$)&(eV/\AA$^5$)\\
0.01&9.3715378&0.0007463&7.4629\\
0.02&9.3737766&0.0029851&7.4628\\
0.04&9.3827309&0.0119394&7.4621\\
0.08&9.4185324&0.0477410&7.4595
\end{tabular}
\end{center}
The last column stays close to the independently obtained $C$. The observed orders, $\log_2$ of successive error ratios, are 2.0000, 1.9999 and 1.9995. The small downward drift is the negative $C_4h^2$. At $h=0.08$ \AA, direct quadrature of (\ref{eq:square}) also gives 9.4185324 eV/\AA$^3$.

In a calculation where $\Phi_{ijk}$ is unknown, three steps suffice for the same test. By (\ref{eq:series}),
\begin{equation}
\frac{T(4h)-T(2h)}{T(2h)-T(h)}\to\frac{16-4}{4-1}=4 .
\end{equation}
The last three rows give $0.0358015/0.0089543=3.998$. Two steps can also remove the quadratic error:
\begin{equation}
\frac{4T(h)-T(2h)}3=\Phi_{ijk}-4C_4h^4+O(h^6),
\end{equation}
because $(4-4)C=0$ and $(4-16)C_4/3=-4C_4$. From 0.02 and 0.04 \AA{} the remaining error is $3.4\times10^{-7}$ eV/\AA$^3$; the leading term predicts $3.3\times10^{-7}$.

For the repeated coordinate $i=j=(0,x)$, $k=(1,x)$, the reference is $-3.582405$ and $T(0.01\text{ \AA})=-3.580872$ eV/\AA$^3$. Before rounding, their difference divided by $h^2$ is 15.32 eV/\AA$^5$, in agreement with $\Phi_{iiiik}/3=15.32$ eV/\AA$^5$.

\subsection*{4. Why the smallest step is not the best}

If each force is wrong by at most $\varepsilon$, the signed sum is wrong by at most $4\varepsilon$, and $T$ by at most $\varepsilon/h^2$. At leading order the total error is bounded by
\begin{equation}
B(h)=|C|h^2+\frac{\varepsilon}{h^2}.
\end{equation}
Setting $B'(h)=2|C|h-2\varepsilon/h^3=0$ gives
\begin{equation}
h_*=\left(\frac{\varepsilon}{|C|}\right)^{1/4},\qquad
B(h_*)=2\sqrt{\varepsilon|C|}.
\end{equation}
Forces rounded to four decimals have $\varepsilon=5\times10^{-5}$ eV/\AA, hence $h_*=0.051$ \AA. A scan using the actual truncation error places the minimum of the bound at the same value to two figures.

At $h=0.01$ \AA{} the rounded forces give $T=9.25$ eV/\AA$^3$, an error of $-0.121$. The signed sum is then a multiple of $10^{-4}$ eV/\AA, so $T$ can change only in steps of 0.25 eV/\AA$^3$. At the unrounded $h_*=0.050876$ \AA{} the error is 0.0076 eV/\AA$^3$, within the bound of 0.039. It is smaller than the truncation error of about 0.019 because rounding happens to have the opposite sign at this step. The rounding part changes erratically with $h$: at $h=0.051$ \AA{} the error is 0.020 eV/\AA$^3$, still within the bound. The quadratic law can be relied on to show where $|C|h^2$ clearly exceeds the bound $\varepsilon/h^2$ and the higher-order terms are still small. When $C$ is unknown, it can be estimated as $[T(2h)-T(h)]/(3h^2)$ from steps in that range.

\subsection*{5. Physical effects beyond the static cluster}

The terms of the infinite model crystal that contain both atoms 0 and 1 are their bond, the angles at 0 and the angles at 1. The five-atom cluster lacks the last group. Adding the twelve second neighbours completes it and raises the constant by 2.1\%, to 9.569 eV/\AA$^3$. Further atoms do not change it in this model.

Atomic motion replaces $\Phi_{ijk}$ by an average. For independent, isotropic motion the linear term averages to zero, and the leading shift is
\begin{equation}
\Delta\Phi_{ijk}=\frac{\langle u^2\rangle}{2}\sum_m\Phi_{ijkmm},\qquad
\langle u^2\rangle=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT_{\rm L}}.
\end{equation}
Here $T_{\rm L}$ is the lattice temperature and $\omega=\sqrt{\kappa/M}$ is the Einstein frequency, with $\kappa=\partial^2E/\partial u_i^2=15.78$ eV/\AA$^2$ in the larger cluster. For $M=28.085$ u and 300 K, the root-mean-square motion per axis is 0.0457 \AA{} and the fifth-order sum is 131.5 eV/\AA$^5$. The shift is 0.138 eV/\AA$^3$, or 1.4\% of the larger cluster's value, of which 0.101 is zero-point motion. Sampling the same Gaussian motion directly gives $0.136\pm0.006$ eV/\AA$^3$. These figures describe independent oscillators and do not estimate the shift in a real crystal. There, soft acoustic modes make each atom move further, but neighbouring atoms move partly together, and the resulting shift can be much smaller. With the harmonic phonons of the infinite model crystal, the motion per axis at 300 K is about 0.074 \AA{} and the shift is only about 0.005 eV/\AA$^3$.

The parameters are round values that give silicon's bond length and phonon energies of the right order; they are not fitted to silicon. The Einstein quantum of 48 meV lies within silicon's phonon range, which extends to roughly 65 meV. A device can break the assumption of an unstrained lattice: strained channels can carry strains of order one percent. An isotropic 1\% stretch of the larger cluster, with the model parameters fixed, lowers this constant by 8.3\%. Strain in a device need not be isotropic, and the response depends on its form, so this figure holds only for the isotropic stretch of the model: a volume-conserving tetragonal strain of 1\% along $x$ changes the constant by only about 0.04\%. Long-range forces and changes in electronic structure remain outside the model.

At $h=0.04$ \AA{} the truncation error of 0.13\% is thus well below the effects of the outer atoms and of an isotropic 1\% stretch. It is also below the shift for independent atomic motion, but above the shift from the correlated phonons of the model crystal at 300 K. A lowest-order three-phonon rate contains the square of an amplitude linear in the cubic constants. If all of them carried this same relative error, with the harmonic phonons fixed, the rate would change by about 0.25\%. They do not: the repeated-coordinate constant of part 3 is reduced in magnitude by $15.32\,h^2/3.58=0.68\%$ at the same step, so the step must be judged for each constant.

\section*{Table of computed values}
\begin{verbatim}
Morse depth D = 2.3 eV; range a = 1.4 1/A; length r0 = 2.35 A
angle constant K = 2.5 eV
bond part of Phi_ijk = 9.502606 eV/A^3
angle part of Phi_ijk = -0.131814 eV/A^3
reference Phi_ijk = 9.370791 eV/A^3
reference Phi_ijk = 0.051030 hartree/bohr^3
Phi_iiijk = 22.6626 eV/A^5
Phi_ijjjk = 22.1151 eV/A^5
error coefficient C = 7.46296 eV/A^5
bond part of C = 7.29563 eV/A^5
next coefficient (h^4) = -0.5178 eV/A^7
forces Fk at h = 0.04 A:
  signs +1,+1: -0.005981755 eV/A
  signs +1,-1: 0.249807163 eV/A
  signs -1,+1: -0.196358912 eV/A
  signs -1,-1: -0.000619471 eV/A
h (A), T (eV/A^3), T-Phi (eV/A^3), (T-Phi)/h^2 (eV/A^5):
  0.01  9.3715378  0.0007463  7.46291
  0.02  9.3737766  0.0029851  7.46275
  0.04  9.3827309  0.0119394  7.46213
  0.08  9.4185324  0.0477410  7.45953
observed orders between steps: 2.0000, 1.9999, 1.9995
relative error at h = 0.04 A: 0.1274 %
extrapolated from 0.02 and 0.04 A = 9.3707918 eV/A^3
extrapolation error = 3.352e-07 eV/A^3
square average at h = 0.08 A = 9.4185324 eV/A^3
repeated x,x on centre, x on neighbour: Phi = -3.582405 eV/A^3
repeated case: T(0.01 A) = -3.580872 eV/A^3
repeated case: error coefficient = 15.3239 eV/A^5
force rounding bound = 5.0e-05 eV/A
best step: formula 0.0509 A, scan 0.0508 A
rounded forces, h = 0.0100 A: T = 9.25000, error = -0.12079 eV/A^3
  rounding bound eps/h^2 = 0.50000 eV/A^3
rounded forces, h = 0.0509 A: T = 9.37842, error = 0.00763 eV/A^3
  rounding bound eps/h^2 = 0.01932 eV/A^3
17-atom cluster Phi_ijk = 9.568513 eV/A^3
change from outer atoms = 2.110 %
change from 1% stretch (17 atoms) = -8.288 %
atomic mass = 28.085 u; temperature = 300 K
on-site constant (17 atoms) = 15.7770 eV/A^2
Einstein quantum = 48.46 meV
rms motion per axis: zero-point 0.0392 A, 300 K 0.0457 A
sum of Phi_ijkmm over m = 131.529 eV/A^5
zero-point shift = 0.1010 eV/A^3
300 K total shift = 0.1376 eV/A^3 (1.44 %)
sampled 300 K shift = 0.1364 +/- 0.0057 eV/A^3
\end{verbatim}
